Particle and energy balance with self-consistent optical-phonon self-energies

**Q.** You let electrons scatter from phonons through an approximate self-energy. Why should an approximation respect any conservation law?

**A.** It need not, so the balance has to be derived for the approximation itself. The system is a conductor with one-electron Hamiltonian H between two non-interacting leads, L and R, in a steady state without undamped bound states. Each optical mode ν has energy ω and couples through a Hermitian matrix M_ν. With ħ = e = 1,

H_int = Σ_ν x_ν F_ν, x_ν = a_ν + a_ν†, F_ν = Σ_ij c_i† (M_ν)_ij c_j.

A bath holds each mode at the Bose occupation n. The electron correlators are

Gⁿ_ij(t,t′) = ⟨c_j†(t′) c_i(t)⟩ = −iG^<_ij,
Gᵖ_ij(t,t′) = ⟨c_i(t) c_j†(t′)⟩ = iG^>_ij.

Gⁿ describes filled states and Gᵖ empty ones. Transforms use ∫dτ exp(iEτ) with τ = t − t′. Currents are per spin and valley until the example.

**Q.** What is the self-energy, and where do its energy shifts come from?

**A.** The Born self-energy multiplies one electron correlator by one phonon correlator. With Σ^in = −iΣ^< and Σ^out = iΣ^>,

Σ_ph^in(t,t′) = Σ_ν M_ν Gⁿ(t,t′) M_ν ⟨x_ν(t′)x_ν(t)⟩,
Σ_ph^out(t,t′) = Σ_ν M_ν Gᵖ(t,t′) M_ν ⟨x_ν(t)x_ν(t′)⟩.

For a free thermal mode ⟨aa†⟩ = n+1 and ⟨a†a⟩ = n, so

⟨x(t′)x(t)⟩ = (n+1) exp(iωτ) + n exp(−iωτ).

The other order has the opposite sign of τ. A factor exp(iωτ) turns G(E) into G(E+ω). Hence

Σ_ph^in(E) = Σ_ν M_ν[(n+1)Gⁿ(E+ω) + nGⁿ(E−ω)]M_ν,
Σ_ph^out(E) = Σ_ν M_ν[(n+1)Gᵖ(E−ω) + nGᵖ(E+ω)]M_ν.

An electron enters energy E by emission from E+ω or by absorption from E−ω. "Self-consistent" means that these G's are the ones that the self-energy itself produces. The static Hartree term is Hermitian and can be placed in H.

**Q.** How do you get a current from these objects?

**A.** From the equations of motion. Let Σ without a label include leads and phonons, and put Γ = Σ^in + Σ^out. Then

Gᴿ = [E − H − Σᴿ]⁻¹, Σᴿ − Σᴬ = −iΓ,
Gⁿ = GᴿΣ^inGᴬ, Gᵖ = GᴿΣ^outGᴬ.

The two time derivatives of Gⁿ obey

i∂_t Gⁿ = HGⁿ + ΣᴿGⁿ + Σ^inGᴬ,
−i∂_t′ Gⁿ = GⁿH + GⁿΣᴬ + GᴿΣ^in,

where products of Σ and G are convolutions in time. Subtract, set t′ = t and take the trace. The commutator with H drops out, and with A = i(Gᴿ − Gᴬ),

i dN/dt = ∫dE/2π Tr[(Σᴿ−Σᴬ)Gⁿ + Σ^in(Gᴬ−Gᴿ)]
= i∫dE/2π Tr[Σ^inA − ΓGⁿ].

Since A = Gⁿ + Gᵖ, which is shown next, the last trace equals Tr[Σ^inGᵖ − Σ^outGⁿ]: feeding into empty states minus removal from filled ones. The part belonging to lead α is the particle current entering from it:

j_α(E) = Tr[Σ_α^inGᵖ − Σ_α^outGⁿ]/2π, I_α = ∫dE j_α.

The lead self-energy at E comes from lead levels ε_k = E, through δ(E−ε_k). Each transferred particle therefore changes the lead energy by E, and the energy current entering is

J_α = ∫dE E j_α.

**Q.** You used A = Gⁿ + Gᵖ. Does it survive an approximate Σ?

**A.** Yes, provided Σᴿ − Σᴬ = −iΓ. The inverse Green functions then satisfy

(Gᴿ)⁻¹ − (Gᴬ)⁻¹ = −(Σᴿ−Σᴬ) = iΓ.

Multiplying by Gᴿ on the left and Gᴬ on the right gives Gᴬ − Gᴿ = iGᴿΓGᴬ. Exchanging the two outer factors gives Gᴬ − Gᴿ = iGᴬΓGᴿ. Therefore

A = GᴿΓGᴬ = GᴬΓGᴿ.

The first form is Gⁿ + Gᵖ. The second, with the cyclic trace, gives

Tr[ΓGⁿ] = Tr[ΓGᴿΣ^inGᴬ] = Tr[Σ^inGᴬΓGᴿ] = Tr[Σ^inA].

Thus Tr[Σ^inGᵖ − Σ^outGⁿ] = 0 at each energy. Separating leads from phonons,

j_L(E) + j_R(E) + s(E)/2π = 0,
s(E) = Tr[Σ_ph^inGᵖ − Σ_ph^outGⁿ].

**Q.** But s(E) is not zero. Phonons remove electrons at one energy and return them at another.

**A.** Its integral is what must vanish. Define the emission and absorption densities, labelled by the lower electron energy:

e(E) = (n+1) Σ_ν Tr[M_νGⁿ(E+ω)M_νGᵖ(E)],
b(E) = n Σ_ν Tr[M_νGⁿ(E)M_νGᵖ(E+ω)].

Inserting the self-energies and rotating the factors under the trace,

Tr[Σ_ph^inGᵖ] = e(E) + b(E−ω),
Tr[Σ_ph^outGⁿ] = e(E−ω) + b(E).

Subtracting,

s(E) = e(E) − e(E−ω) − b(E) + b(E−ω).

The densities vanish far below the bands, where no states are available, and far above them, where none are filled. The integration variable may then be shifted, so ∫s dE = 0. Integrating the balance of the previous answer gives

I_L + I_R = 0.

Particle conservation is this pairing of each out-scattering event with an in-scattering event.

**Q.** Then multiply by E. Does the same pairing not remove the energy loss too?

**A.** The weight differs at the two ends of an event. After the shift,

∫dE E[e(E) − e(E−ω)] = ∫dE [E − (E+ω)]e(E) = −ω∫dE e(E),
∫dE E[−b(E) + b(E−ω)] = ∫dE [−E + (E+ω)]b(E) = +ω∫dE b(E).

Multiplying the energy-resolved balance by E and integrating,

J_L + J_R = −∫dE E s(E)/2π = ω∫dE/2π [e(E) − b(E)].

Because J_R counts energy entering from the right, the left side is the drop in electron energy current from one lead to the other. Moving the zero of energy by u adds u(I_L + I_R) = 0, so the drop does not depend on that choice.

**Q.** You have named e and b emission and absorption. That does not prove that the phonons receive this power.

**A.** The phonon equation of motion has to supply it. For one mode, da/dt = −iωa − iF, and F commutes with a at equal times, so

d⟨a†a⟩/dt = i⟨Fa − a†F⟩ = −2 Im⟨Fa⟩.

There are two contributions at second order in the coupling. The electrons drive the mode:

a(t) = a₀(t) − i∫_{−∞}^t ds exp[−iω(t−s)]F(s).

The thermal motion also drives the electrons:

δF(t) = −i∫_{−∞}^t ds [F(t),F(s)]x₀(s).

With ⟨x₀(s)a₀(t)⟩ = n exp[−iω(t−s)] and C(τ) = ⟨F(τ)F(0)⟩,

⟨Fa⟩ = −i∫₀^∞dτ exp(−iωτ){C(τ) + n[C(τ)−C(−τ)]}.

Since C(−τ) = C(τ)*, taking −2 Im extends the integral to negative times:

d⟨a†a⟩/dt = ∫_{−∞}^∞dτ exp(−iωτ)[(n+1)C(τ) − nC(−τ)].

The Born approximation evaluates C by its electron bubble with dressed Green functions:

C(τ) = Tr[M Gᵖ(τ) M Gⁿ(−τ)].

The disconnected part ⟨F⟩² is constant in time and has no component at ω ≠ 0. In the first term the time integral fixes the Gⁿ energy at ω above the Gᵖ energy; in the second it does the reverse. Summed over modes, the rate is ∫dE/2π [e−b]. Each quantum carries ω, so

P = ω∫dE/2π [e(E) − b(E)] = J_L + J_R.

P is the power supplied by the electrons. The bath must carry it away if n is to stay fixed.

**Q.** This formula and the energy balance share the Born approximation. Has anything outside it confirmed the power?

**A.** There is a test at low density and weak coupling. One electron crosses a five-site chain with one mode on one site, coupled by 0.001 eV. The scattering problem can be solved in the joint electron-phonon space, counting the phonons left behind and averaging over their thermal starting number. The drop in lead energy current from the Green functions differed from that count by 4×10⁻⁵ of its value.

With the squared coupling raised to 0.00124 eV², the value used for the transistor below, the Born power was 1.3% below the scattering result. That figure includes the energy cut-off at 0.70 eV; with the cut-off removed from the Hermitian part of Σᴿ it is 1.0%. It sizes the Born calculation for one mode and one electron, not for a dense channel with many modes.

**Q.** Can I follow the energy through the conductor, or do I know it at the leads alone?

**A.** For site-local modes and nearest-neighbour hopping −t it can be followed. The diagonal element of the steady equation of motion is

[H,Gⁿ]_ii + i[Σ^inGᵖ − Σ^outGⁿ]_ii = 0.

The Hermitian part of the diagonal Σᴿ has cancelled. Since Gⁿ is Hermitian,

[H,Gⁿ]_ii = −2it(Im Gⁿ_{i+1,i} − Im Gⁿ_{i,i−1}).

With the bond current j_{i+½} = 2t Im Gⁿ_{i+1,i}/2π, a site not touching a lead obeys

j_{i+½}(E) − j_{i−½}(E) = s_i(E)/2π.

Here s_i has the same four terms as s, restricted to site i. Its integral vanishes and its first moment is −2πP_i. The particle current is therefore equal on neighbouring bonds, and the energy current drops by P_i across site i.

This assigns the electron-phonon interaction energy to sites in one particular way. The lead totals need no such assignment.

**Q.** What if the phonons modulate the bonds instead?

**A.** The total balance still holds, because its proof allowed any Hermitian M_ν. The local proof fails, since an off-diagonal Σ also carries particles between sites. In a six-site chain with bond modes of coupling 0.05 eV, the current computed from H alone varied by 0.8% along the chain. The lead balances held to better than one part in 10⁶.

**Q.** How much does self-consistency matter? One Born step looks good enough.

**A.** If Σ is built from an old G and the current from a new one, e(E) in the in-term no longer matches e(E) in the out-term, and the pairing is lost. For the transistor, the first step left a particle imbalance of 0.4% of the source current and the second 0.02%. The converged solution left 5×10⁻¹⁰.

The Hermitian part of Σᴿ plays a different role. Dropping it preserves both balances, but it changed the current by −6% and the power by −8% relative to the calculation that kept it. That calculation included energies only up to 0.70 eV, while the lattice band reaches about 3.2 eV, so its Hermitian part is incomplete. With the complete Hermitian part the current is 1.8% and the power 2.1% higher, and dropping it then costs about 7.5% of the current and 10% of the power. Conservation does not certify accuracy.

**Q.** Does your power vanish when nothing is driven?

**A.** In equilibrium Gⁿ = fA and Gᵖ = (1−f)A, where f/(1−f) = exp[−(E−μ)/kT]. The spectral factors in e and b agree, which leaves

e/b = [(n+1)/n] exp(−ω/kT) = 1.

So P = 0 by detailed balance. If the bath is at T_b while the electrons remain near T, then (n+1)/n = exp(ω/kT_b), and

P/(emission power) = 1 − b/e ≈ 1 − exp(ω/kT − ω/kT_b).

For ω = 0.060 eV, T = 300 K and T_b = 600 K the exponent is 2.32 − 1.16 = 1.16, giving −2.19. A short unbiased chain gave −2.13; there the electrons were free to depart from the lead distribution. The negative sign means that phonons heat electrons, so the "drop" is then a rise.

**Q.** Put numbers on a transistor.

**A.** Take a 12 nm silicon channel in a wire 3 nm wide, at 300 K and 0.3 V drain bias. It has 24 sites spaced by 0.5 nm, transport mass 0.19 electron masses and t = 0.802 eV. The site energies are 2t + U, with an imposed profile in eV:

U(x) = 0.25 sin(πx/12.5 nm) − 0.30 x/12.5 nm.

The lead band edges lie at 0 and −0.3 eV, and the source Fermi level at 0.1 eV. The barrier top is at 0.118 eV.

Each site has one mode of 0.060 eV for each of four valleys, so four modes in all, with n = 0.109. The squared coupling is the product of the squared zero-point displacement, the square of a rough deformation field of 10⁹ eV/cm, and a factor 9/4 for the transverse wave functions; the result is 0.00124 eV². The phonon moves electrons between equivalent valleys, whose Green functions are equal by symmetry. Two spins and four valleys give eight equal contributions.

The current is 3.8 μA, or 2.4×10¹³ electrons per second. Divided by this rate, emissions number 0.224 and absorptions 0.145. Both counts include events of electrons that never cross the barrier; what matters is their difference, so

energy lost per electron = 0.060 eV × (0.2238 − 0.1447) = 0.0047 eV,
P = 0.00475 V × 3.83 μA = 18.2 nW.

The phonon count and the drop in lead energy current both give 18.1897 nW. Their agreement tests the balance; the device model does not deserve so many digits. Removing the 0.70 eV cut-off from the Hermitian part of Σᴿ alone raises both current and power by about 2%, to 3.9 μA and 18.6 nW.

**Q.** The supply delivers 0.3 V times 3.8 μA. Where is the rest?

**A.** In the contacts. Let I = I_L = −I_R. The heat released in each contact is the energy delivered to it minus its Fermi energy times the particles delivered:

Q_L = −J_L + μ_L I, Q_R = −J_R − μ_R I.

Adding these and using J_L + J_R = P gives

Q_L + Q_R + P = (μ_L − μ_R)I = IV.

Electrons leave the source with mean energy 0.1325 eV and reach the drain with 0.1278 eV. Per electron the source receives 0.100 − 0.1325 = −0.033 eV, so it is cooled. The drain, with its Fermi level at −0.2 eV, receives 0.1278 + 0.200 = 0.328 eV. The channel phonons take 0.005 eV, which is 1.6% of IV. In this model nearly all the heat appears beyond the channel.

**Q.** Does the electron energy at least fall steadily along the channel?

**A.** No. In the site-resolved convention its mean is 0.1336 eV at 3.25 nm, above the 0.1325 eV entering from the source. By the local balance, the sites before that point, taken together, absorb more phonon energy than they emit. The mean then falls to 0.1329 eV at 6.25 nm and 0.1292 eV at 9.25 nm. P is the difference between emission and absorption, about a third of the emission alone. Raising n adds more absorption than emission here, which makes P sensitive to n.

**Q.** Would a real device keep n at its thermal value?

**A.** Probably not, and the power depends on it strongly. With a rough phonon lifetime of 5 ps, two spins feeding each mode and no phonon transport, the computed net emission adds 0.099 to the mean occupation and 0.35 at the worst site. Raising n uniformly by that mean changed the current by 1%, but the power by −131%: it reversed sign.

The reversed sign cannot be the answer when these electrons are the sole source of the extra phonons, since a negative P would cool the modes. Suppose first that the extra phonons spread evenly along the channel, and let p be the power relative to its thermal-bath value. The added occupation scales with p, and a linear interpolation gives

p = 1 − 1.305p, so p = 1/2.305 = 0.43.

With even spreading, the 18 nW would fall to about 8 nW. That result depends on the spreading, which puts extra phonons on the source side, where electrons absorb more than they emit. If the phonons instead stay at the sites where they are emitted, mostly toward the drain, the power stays near its thermal-bath value, about 9% above it at roughly 20 nW, because the source-side modes then cool below the bath occupation and give less energy to the electrons. A reliable figure therefore needs the phonon transport as well as the lifetime.

**Q.** And how close is the rest to an actual nanowire transistor?

**A.** The length, temperature and phonon energy are in the range of short gate-all-around silicon devices. The wire is thin, and the deformation field is toward the strong end of rough values for silicon. A current of a few microamperes is a plausible scale for one such wire, not a prediction for a product.

Besides phonon heating, the imposed potential is a serious limitation. The charge at the barrier top, 0.20 electrons per nm, would shift the potential by about 0.08 V across a 1 nm oxide if it stayed fixed. A raised barrier expels part of that charge, so the actual shift is smaller, roughly the size of the thermal energy kT. That is still enough to change the current markedly. A device calculation must solve Poisson's equation as well.

Electrons reach the drain with a mean kinetic energy of 0.43 eV, while, for hard walls, the second subband lies 0.14 eV above the first and the two remaining silicon valleys start about 0.17 eV above it. The missing subbands offer further final states for scattering, and their effect on P was not computed. At that mean kinetic energy, the non-parabolicity parameter (roughly 0.5 per eV) times the energy is 0.21, or 0.35 once the confinement energy of about 0.27 eV is added, which also makes the true transport mass larger than 0.19, and the lattice makes the velocity 7% too low relative to a parabolic band. The mean kinetic energy is 0.38 of the silicon gap, so an electron of mean energy cannot ionize across it; this does not exclude a rare energetic one.

With the profile held fixed, elastic acoustic scattering changed the current by −1% and the power by +4%. These effects alter I and P. They leave the balance intact if each added process conserves particles and its energy exchange is counted. The remaining values are in the numerical output.

Computed results

```
Channel length: 12 nm
Site spacing: 0.5 nm
Wire width: 3 nm
Transport mass: 0.19 electron masses
Temperature: 300 K
Thermal energy: 0.02585 eV
Drain bias: 0.3 V
Source Fermi level above source band edge: 0.1 eV
Barrier amplitude in profile: 0.25 eV
Barrier top above source band edge: 0.1182 eV
Position of barrier top: 4.5 nm
Largest field in profile: 0.8667 MV/cm
Phonon energy: 0.06 eV
Bath occupation: 0.1089
Optical deformation field: 1e+09 eV/cm
Hopping energy: 0.8021 eV
Squared optical coupling: 0.001241 eV^2
Spin-valley degeneracy: 8
Current: 3.831 uA
Particle rate: 2.391e+13 1/s
Phonon power from emission count: 18.1897 nW
Drop in lead energy current: 18.1897 nW
Emission events per electron: 0.2238
Absorption events per electron: 0.1447
Mean energy entering from source: 0.13252 eV
Mean energy leaving to drain: 0.12777 eV
Mean energy at 3.25 nm: 0.13364 eV
Mean energy at 6.25 nm: 0.13285 eV
Mean energy at 9.25 nm: 0.12920 eV
Energy lost per electron: 0.00475 eV
Phonon power over current times bias: 1.583 %
Relative particle imbalance: 5.0e-10
Relative energy imbalance: 2.6e-10
Relative spread of bond current: 4.6e-10
Particle leak, first Born step: 4.27e-03
Particle leak, second Born step: 1.73e-04
Bond-phonon case, spread of bare bond current: 8.48e-03
Hot bath (600 K) power over emission power: -2.131
Weak coupling, deviation from exact scattering: 3.9e-05
One mode at device coupling, Born vs exact power: -1.297 %
Halved energy step, change of current: -0.0009681 %
Halved energy step, change of power: -0.001313 %
No Hermitian part, change of current: -5.803 %
No Hermitian part, change of power: -8.207 %
Acoustic phonons, change of current: -1.05 %
Acoustic phonons, change of power: 3.729 %
Hot phonons (5 ps life), mean added occupation: 0.09855
Hot phonons, largest added occupation: 0.3527
Mean hot phonons, change of current: 1.131 %
Mean hot phonons, change of power: -130.5 %
Mobile charge at barrier top: 0.2021 electrons/nm
Potential shift by that charge, 1 nm oxide: 0.07625 V
Second subband spacing: 0.1362 eV
Mean kinetic energy at drain: 0.4278 eV
Non-parabolicity times that energy: 0.2139
Lattice velocity error at that energy: -6.905 %
That energy over silicon gap (rough 1.12 eV): 0.3819
```
